# Why zirconium tetrakis(dimethylamide) dimerises in its crystal and titanium's does not

**Question.** Titanium and zirconium both form a tetrakis(dimethylamide), M(NMe$_2$)$_4$, with a formally empty d shell and four amide ligands. In its crystal the zirconium compound is a dimer, (Me$_2$N)$_3$Zr($\mu$-NMe$_2$)$_2$Zr(NMe$_2$)$_3$, in which two amides bridge and each metal has five nitrogen neighbours. The titanium compound keeps four neighbours and stays monomeric. What makes the difference: the strength of the bridge, or the room available for it?

**Answer.**

## Two terms in the balance

Dimerisation turns two four-coordinate metals into two five-coordinate ones. Each metal gains an M–N bond, and its ligands are pressed closer together. Per metal atom, write

$$
\Delta E(\mathrm M)=C(\mathrm M)-b(\mathrm M).
$$

Here $b$ is the energy gained by bridging when the ligands are too small to crowd one another, and $C$ is the extra repulsion between real dimethylamido ligands. A negative $\Delta E$ favours the dimer. If both metals had the same $b$, titanium would be monomeric and zirconium dimeric under the condition

$$
C(\mathrm{Zr})<b<C(\mathrm{Ti}).
$$

The explanation therefore needs three things: a reason why bridging pays at all, a reason why $C$ depends strongly on the metal radius, and a check on whether $b$ really is similar for the two metals.

## Why a bridge can pay

An amide nitrogen has two lone pairs to offer. In a terminal ligand both go to one metal, one in a sigma bond and the other in a weaker pi bond. In a bridge the pi bond is given up and the nitrogen makes two sigma bonds, one to each metal. The second sigma bond must repay the lost pi bond.

Take a one-electron model, in atomic units, with nonorthogonality neglected. The lone-pair orbital has energy zero, the empty metal orbital has energy $\Delta$, and their coupling has magnitude $\beta$. The energies $\varepsilon$ obey

$$
\varepsilon(\varepsilon-\Delta)-\beta^2=0,
\qquad
\varepsilon_\pm=\frac{\Delta}{2}\pm\sqrt{\frac{\Delta^2}{4}+\beta^2}.
$$

The two electrons occupy the lower level, so the pair is lowered by $2f(\beta)$, where

$$
f(\beta)=-\varepsilon_-=\sqrt{\frac{\Delta^2}{4}+\beta^2}-\frac{\Delta}{2}.
$$

A terminal amide thus gains $2f(\beta_\sigma)+2f(\beta_\pi)$.

For the bridge, let $\omega$ be the M–N–M angle. Describe the two lone pairs by degenerate p-like orbitals in the M–N–M plane: $p_b$ along the bisector of the angle, and $p_t$ perpendicular to it. Each metal offers one acceptor, $m_1$ or $m_2$, pointing at nitrogen. Projecting the p orbitals on the bond directions gives coupling magnitudes $\beta_b\cos(\omega/2)$ for $p_b$ and $\beta_b\sin(\omega/2)$ for $p_t$. The orbital $p_b$ meets both acceptors with the same sign, $p_t$ with opposite signs. Hence $p_b$ couples to $(m_1+m_2)/\sqrt2$ and $p_t$ to $(m_1-m_2)/\sqrt2$. In each case two equal contributions, each divided by $\sqrt2$, add to $\sqrt2$ times the single coupling. The problem splits into two two-level problems, and the gain per bridge is

$$
g=2\left[f\!\left(\sqrt2\,\beta_b\cos\tfrac{\omega}{2}\right)
+f\!\left(\sqrt2\,\beta_b\sin\tfrac{\omega}{2}\right)
-f(\beta_\sigma)-f(\beta_\pi)\right].
$$

The two squared bridge couplings add to $2\beta_b^2$ at every angle. As a function of $x=\beta^2$, the slope $df/dx=1/(2\sqrt{\Delta^2/4+x})$ decreases with $x$, so $f$ is concave. A fixed total is then best divided equally, which gives $\omega=90^\circ$ in this model.

Two limits show when the exchange pays. For weak coupling, $f\approx\beta^2/\Delta$ and

$$
g\approx\frac{2}{\Delta}\left(2\beta_b^2-\beta_\sigma^2-\beta_\pi^2\right),
$$

so the bridge must satisfy $\beta_b^2>(\beta_\sigma^2+\beta_\pi^2)/2$. If instead the pi bond is as strong as the sigma bond, $\beta_\pi=\beta_\sigma$, a longer bridge bond with $\beta_b<\beta_\sigma$ loses energy even at the best angle. Good pi donation therefore works against bridging.

For round illustrative values take $\Delta=6.0$, $\beta_\sigma=3.0$, $\beta_\pi=1.5$ and $\beta_b=2.6$ eV. The terminal pairs are lowered by $2(1.243+0.354)=3.19$ eV. At $\omega=100^\circ$ the bridge pairs are lowered by $2(0.819+1.115)=3.87$ eV. The difference is $g=0.68$ eV. A dimer has two bridges and two metals, so this is also the gain per metal. It shows the scale and sign that such a trade can have; it is not a prediction for either element.

## Can titanium form the bridge?

To separate bonding from crowding, replace the bystander ligands by hydrogen and consider

$$
2\,\mathrm{MH_3(NH_2)}\longrightarrow
\mathrm{H_3M}(\mu\text{-}\mathrm{NH_2})_2\mathrm{MH_3},
\qquad
b=\frac{2E_{\rm monomer}-E_{\rm dimer}}{2}.
$$

Hartree–Fock energies in the def2-SVP basis, at frozen model geometries, give $b=0.725$ eV for titanium and $0.461$ eV for zirconium. Both are positive. In this uncrowded model titanium is able to bridge, and it gains more than zirconium does.

At these fixed geometries the bonding term therefore does not supply the observed preference; it opposes it by $0.725-0.461=0.264$ eV per metal. The calculation does not show why titanium gains more, or whether it still would after the structures relax. Part of the difference comes from the small basis. Its superposition error is $0.188$ eV in the titanium value and $0.101$ eV in the zirconium value, so the counterpoise correction reduces the difference to 0.18 eV. A triple-zeta basis (def2-TZVP without the f functions on nitrogen) gives $b=0.545$ and $0.426$ eV, a difference of 0.12 eV. The sign survives, but the def2-SVP values carried below are not converged, and the frozen geometries may contribute as well. Hydride is also no pi donor, whereas the amides it replaces are, so $b$ should be read as a model value. If zirconium is to dimerise more readily, the crowding term must overcome this handicap.

## How crowding depends on radius

Zirconium's bonds are longer. Hartree–Fock calculations on the tetrahydrides give about 1.68 angstrom for Ti–H and 1.86 angstrom for Zr–H, with a difference of 0.178 angstrom before rounding. For the amides I use rough terminal M–N lengths of $d=1.90$ angstrom for titanium and $2.05$ angstrom for zirconium. Bridge bonds are 0.20 angstrom longer in both cases, and the ring angle at nitrogen is held at $100^\circ$.

Contacts between methyl groups make up the largest part of the crowding cost in this model, with contacts involving nitrogen supplying the rest. Two methane molecules with their hydrogen faces together serve as a model contact. Their counterpoise-corrected Hartree–Fock repulsion is 0.1936 eV at a C–C distance of 3.0 angstrom and 0.0124 eV at 3.8 angstrom. An exponential $u=A e^{-R/\rho}$ through these points has

$$
\rho=\frac{3.8-3.0}{\ln(0.1936/0.0124)}=0.291\ \text{angstrom}.
$$

At 3.4 angstrom, a distance not used in the fit, the law gives 0.0489 eV and the direct calculation 0.0490 eV. These values are for the def2-SVP basis; in aug-cc-pVDZ the repulsion at 3.3 angstrom is about 3% below the law. For contacts that involve nitrogen, the same law is used with 0.40 angstrom added to $R$ for each nitrogen, because nitrogen is smaller than methyl. That shift is a round assumption, and it matters: 0.2 or 0.6 angstrom in its place changes the titanium crowding cost found below from 1.05 eV to 1.72 or 0.79 eV, and the difference between the metals from 0.52 eV to 0.85 or 0.40 eV, while the ratio of the two costs stays near two.

Let $E_n(d)$ be the sum of $u_{ij}$ over pairs of centres on different ligands, for $n=1$ or 2 metals, minimised over the orientations $q$ of the terminal ligands. The dimer keeps an inversion centre and a planar M$_2$N$_2$ ring. The minima are the lowest found from a set of random starts. The crowding cost per metal is

$$
C(d)=\tfrac12E_2(d)-E_1(d).
$$

Its slope follows from the chain rule:

$$
\frac{dE_n}{dd}=\frac{\partial E_n}{\partial d}
+\sum_k\frac{\partial E_n}{\partial q_k}\frac{dq_k}{dd}.
$$

At the minimum each $\partial E_n/\partial q_k$ vanishes, so the re-orientation of the ligands drops out to first order. In the remaining term, $\partial u_{ij}/\partial R_{ij}=-u_{ij}/\rho$. Since $R_{ij}=|\mathbf r_i-\mathbf r_j|$, its derivative is the relative displacement projected on the unit vector $\mathbf e_{ij}$ from $j$ to $i$. Thus

$$
\frac{dE_n}{dd}=-\frac1\rho\sum_{i<j}u_{ij}\,
\mathbf e_{ij}\cdot
\left(\frac{\partial\mathbf r_i}{\partial d}
-\frac{\partial\mathbf r_j}{\partial d}\right).
$$

Half the dimer slope minus the monomer slope gives $dC/dd=-4.784$ eV/angstrom at the titanium length. Re-minimising the structures at slightly shorter and longer bonds gives $-4.790$ eV/angstrom.

Define a decay length $\lambda=-C/(dC/dd)$. If $\lambda$ changes little over a bond-length difference $\delta$, integrating $dC/C=-dd/\lambda$ gives

$$
C(d+\delta)\approx C(d)\,e^{-\delta/\lambda}.
$$

The length $\lambda$ can be shorter than $\rho$ for a geometrical reason. Two nitrogen atoms at distance $d$ from one metal, separated by an angle $\theta$, are $R=2d\sin(\theta/2)$ apart. Then $\partial R/\partial d=2\sin(\theta/2)$, which exceeds one for $\theta>60^\circ$ and equals 1.41 at $90^\circ$. Ligands separate faster than the metal–ligand bond lengthens.

## The numbers

For titanium the minimised repulsion is 0.203 eV in the monomer and 2.500 eV in the whole dimer:

$$
C(\mathrm{Ti})=\frac{2.500}{2}-0.203=1.047\ \text{eV}.
$$

For zirconium the corresponding energies are 0.092 and 1.237 eV, giving $C(\mathrm{Zr})=0.527$ eV. The closest methyl carbons on different ligands lie 3.80 angstrom apart in the titanium monomer and 3.26 angstrom apart in its dimer. The zirconium values are 4.02 and 3.46 angstrom. Both metals pay for the fifth neighbour, but titanium pays about twice as much.

The decay law accounts for this factor. At titanium $\lambda=1.047/4.784=0.219$ angstrom, so

$$
C(\mathrm{Zr})\approx1.047\,e^{-0.15/0.219}=0.528\ \text{eV},
$$

against 0.527 eV from the full minimisation. A radius change of 0.15 angstrom, under a tenth of the bond length, halves the cost. With the hydride difference of 0.178 angstrom instead, the same law would give about 0.46 eV, and the contrast would be larger.

For a common bridge gain, the window in which titanium stays monomeric and zirconium dimerises runs from 0.527 to 1.047 eV. Its width is **0.520 eV per metal, or 50.2 kJ/mol**. The digits are kept so that the arithmetic can be followed; the rough bond lengths and contact radii do not fix the width that closely. The computed gains are not equal, however, and the balances become

$$
\Delta E(\mathrm{Ti})=1.047-0.725=+0.322\ \text{eV},
$$

$$
\Delta E(\mathrm{Zr})=0.527-0.461=+0.066\ \text{eV}.
$$

The crowding advantage of zirconium survives its weaker bridge, but only 0.256 of the 0.520 eV remains with these gains (0.34 eV after the counterpoise correction, 0.40 eV with the triple-zeta gains). The signs also show that these two terms alone do not reproduce the zirconium dimer: it comes out slightly unfavourable. Removing the basis-set superposition error, which exaggerates $b$, would make it more so. One known omission is an attraction.

## The missing attraction

Methyl groups pressed together also attract by dispersion, which Hartree–Fock theory omits. An undamped $-C_6/R^6$ sum over methyl pairs, with a round $C_6$ of 150 atomic units per pair and the geometries above, gives an extra stabilisation $D$ of the dimer of 0.652 eV per titanium and 0.457 eV per zirconium. Added in full, it makes both balances negative: $-0.330$ eV for titanium and $-0.391$ eV for zirconium. The order is kept, but the margin of 0.061 eV is smaller than the basis-set errors quoted above and is not converged: it becomes 0.15 eV after the counterpoise correction and 0.21 eV with the triple-zeta gains.

In a crystal or liquid the full sum is not the right correction. Monomers also touch their neighbours, and some of those contacts are lost when two molecules join. Let a fraction $\phi$ of $D$ survive this exchange, and hold $\phi$ the same for both metals:

$$
\Delta E_\phi=C-b-\phi D.
$$

Zirconium changes sign at $\phi=0.066/0.457=0.14$, titanium at $\phi=0.322/0.652=0.49$. Between these values the model gives the observed pair of structures. Lowering $b$ by the superposition errors, 0.188 eV for titanium and 0.101 eV for zirconium, moves the range to $0.37<\phi<0.78$; the triple-zeta gains give $0.22<\phi<0.77$. The range moves, but zirconium still crosses first.

The value of $\phi$ has not been calculated, so the observed structures are not predicted from first principles here. What the model supports is narrower: over a substantial range of net attraction, the difference in crowding puts the two metals on opposite sides of the balance. That the real compounds lie in this range is an inference from their structures.

## Changing the ligand instead of the metal

If room is what matters, bulkier ligands should hinder the zirconium dimer too. With the zirconium bond lengths fixed, enlarging each methyl radius by 0.10 angstrom raises $C(\mathrm{Zr})$ from 0.527 to 0.885 eV. This rise covers

$$
\frac{0.885-0.527}{0.520}=0.69
$$

of the gap in crowding cost between the two dimethylamides. Extrapolating the same exponential growth, about 0.13 angstrom would give zirconium the cost that titanium pays with dimethylamide itself. Titanium with the enlarged ligands would be more crowded still. Small ligands act in the other direction: with hydride and NH$_2$ the crowding is taken to be small, and the computed gain favours bridging for both metals. These comparisons vary size alone. A real change of substituent also alters donor strength, flexibility and dispersion.

## From the crystal to precursor vapour

These amides are used as precursors for depositing oxide and nitride films, where they are delivered as vapour. The bond lengths above are rough values for the real compounds, while the fixed ring and rigid bonds are simplifications. Real molecules can also stretch and bend to relieve strain. This would be expected to lower $C$, but the change was not calculated here.

Vapour adds an entropy cost. For an ideal gas of particles of mass $m$, with $\Lambda=h/\sqrt{2\pi mkT}$, the translational entropy per particle is

$$
\frac{S(m)}{k}=\ln\frac{kT}{p\Lambda^3}+\frac52 .
$$

Doubling the mass multiplies $\Lambda^{-3}$ by $2^{3/2}$, so $S(2m)=S(m)+\tfrac32k\ln2$. Two monomers become one dimer, and the entropy term in the free energy, per metal, is

$$
-\frac T2\left[S(2m)-2S(m)\right]
=\frac T2\left[S(m)-\tfrac32k\ln2\right].
$$

At 350 K, with each species at 1 Torr, this is 0.414 eV per zirconium. The enthalpy changes as well. Each particle carries $\tfrac32kT$ of translational energy and a $pV$ term of $kT$, so losing one particle per dimer lowers the enthalpy by $\tfrac52kT$, or $\tfrac54kT=0.038$ eV per metal. The translational free-energy cost is therefore $0.414-0.038=0.376$ eV. An isolated dimer has no neighbouring molecules to replace its internal contacts, so the dispersion estimate is not reduced by $\phi$, and the balance is $-0.391+0.376=-0.015$ eV. That number cannot decide the vapour composition, because the omitted terms are larger than it. A rigid-rotor estimate adds a further cost of about 0.2 eV per zirconium, new soft vibrations of the dimer act the other way, and both the bridge gain and the dispersion sum are rough estimates. It does show that the translational cost is comparable with a dimerisation energy of this size, so a dimer in the crystal does not by itself imply a dimer in the gas line. The remaining values are in the numerical output below.

## Calculated quantities

```
Orbital model: gap 6.0, beta sigma 3.0 eV
  beta pi 1.5, beta bridge 2.6 eV
  two pairs, terminal: lowering 3.193 eV
  gain per bridge at 100 deg: 0.675 eV
  angle of largest gain: 90 deg
TiH4 bond length (HF): 1.683 angstrom
ZrH4 bond length (HF): 1.861 angstrom
Zr minus Ti bond length (HF): 0.178 angstrom
Methane pair repulsion at 3.0 angstrom: 0.1936 eV
Methane pair repulsion at 3.4 angstrom: 0.0490 eV
  exponential law at 3.4 angstrom: 0.0489 eV
Methane pair repulsion at 3.8 angstrom: 0.0124 eV
Repulsion range rho: 0.291 angstrom
Repulsion prefactor A: 5870 eV
N radius below methyl radius by: 0.40 angstrom
Ti: terminal M-N 1.90, bridge M-N 2.10 angstrom
  repulsion, monomer: 0.203 eV
  repulsion, whole dimer: 2.500 eV
  closest methyls, monomer: 3.80 angstrom
  closest methyls, dimer: 3.26 angstrom
  crowding cost C per metal: 1.047 eV
  uncrowded bridge gain b per metal: 0.725 eV
  net C - b per metal: +0.322 eV
  dispersion gain left out, per metal: 0.652 eV
  net with that dispersion: -0.330 eV
Zr: terminal M-N 2.05, bridge M-N 2.25 angstrom
  repulsion, monomer: 0.092 eV
  repulsion, whole dimer: 1.237 eV
  closest methyls, monomer: 4.02 angstrom
  closest methyls, dimer: 3.46 angstrom
  crowding cost C per metal: 0.527 eV
  uncrowded bridge gain b per metal: 0.461 eV
  net C - b per metal: +0.066 eV
  dispersion gain left out, per metal: 0.457 eV
  net with that dispersion: -0.391 eV
Window C(Ti) - C(Zr): 0.520 eV per metal
Window in kJ/mol: 50.2
Slope dC/dd at Ti, formula: -4.784 eV/angstrom
Slope dC/dd at Ti, re-relaxed: -4.790 eV/angstrom
Decay length of C: 0.219 angstrom
C(Zr) from exponential decay: 0.528 eV
C(Zr), methyl radius +0.10 angstrom: 0.885 eV
Basis-set error in b (Ti), per metal: 0.188 eV
Vapour: 350 K, 1 Torr
Zr monomer mass: 267.5 g/mol
Translational pairing cost per Zr: 0.414 eV
```
